# The Fluctuation-Dissipation Theorem Derived Twice and Checked on a Thermal Oscillator: a program that tests the result

```python
"""Fluctuation-dissipation theorem for a Hermitian operator A in a canonical state.

Result under test (hbar = 1 throughout):
    S(w) = 2 Im chi(w) / (1 - exp(-beta w)) + 2 pi C0 delta(w),
    S(-w) = exp(-beta w) S(w).
S(w)   : Fourier transform of C(t) = <dA(t) dA(0)>, with dA = A - <A>
chi(w) : linear response of <A> to a force F in H - F(t) A
C0     : weight of the part of C(t) that never decays or oscillates
For discrete levels C(t) = sum_k W(w_k) exp(-i w_k t), and the response to a
unit impulse is phi(t) = sum_k a_k sin(w_k t) with w_k > 0. The areas of the
lines at w_k are then 2 pi W(w_k) in S and pi a_k / 2 in Im chi.
Part 1 uses a four-level model (energy unit eps), part 2 a harmonic oscillator
on a position grid (Hartree atomic units).
"""
import numpy as np
from scipy.linalg import expm
from scipy.integrate import quad
from scipy.constants import physical_constants

# ---------------- Part 1: general theorem on a four-level model ----------------
rng = np.random.default_rng(7)
levels = np.array([0.0, 0.0, 0.6, 1.6])
line_freqs = np.array([0.6, 1.0, 1.6])
beta = 1.5


def random_hermitian(size):
    raw = rng.normal(size=(size, size)) + 1j * rng.normal(size=(size, size))
    return (raw + raw.conj().T) / 2


basis = np.linalg.eigh(random_hermitian(4))[1]
H = basis @ np.diag(levels) @ basis.conj().T
A = random_hermitian(4)


def canonical(hamiltonian):
    weight = expm(-beta * hamiltonian)
    return weight / np.trace(weight).real


def heisenberg(operator, z):
    """Heisenberg operator at a real or complex time z."""
    return expm(1j * H * z) @ operator @ expm(-1j * H * z)


# A long Gaussian time window isolates each line of the discrete spectrum.
times = np.arange(-800, 801) * 0.25
window = np.exp(-times**2 / (2 * 25.0**2))
A_of_t = np.array([heisenberg(A, t) for t in times])


def fluctuation_weight(rho, freq):
    mean = np.trace(rho @ A).real
    corr = np.einsum('ij,tjk,ki->t', rho, A_of_t, A) - mean**2
    return (np.sum(window * corr * np.exp(1j * freq * times)) / window.sum()).real


def response_amplitudes(rho, impulse=1e-4):
    """Sine amplitudes of the motion of <A> after a weak impulse."""
    kick = expm(1j * impulse * A)
    change = kick @ rho @ kick.conj().T - kick.conj().T @ rho @ kick
    phi = np.einsum('ij,tji->t', change, A_of_t).real / (2 * impulse)
    later = times > 0
    return np.array([4 * np.sum((window * phi * np.sin(w * times))[later])
                     / window.sum() for w in line_freqs])


rho_eq = canonical(H)
W_up = np.array([fluctuation_weight(rho_eq, w) for w in line_freqs])
W_down = np.array([fluctuation_weight(rho_eq, -w) for w in line_freqs])
amps = response_amplitudes(rho_eq)
W_up_fdt = amps / (2 * (1 - np.exp(-beta * line_freqs)))
W_down_fdt = -amps / (2 * (1 - np.exp(beta * line_freqs)))
assert np.allclose(W_up, W_up_fdt, rtol=1e-5, atol=1e-7)
assert np.allclose(W_down, W_down_fdt, rtol=1e-5, atol=1e-7)
assert np.allclose(W_down / W_up, np.exp(-beta * line_freqs), rtol=1e-6)

# Complex-time identity <A(0)A(t)> = <A(t - i beta)A(0)>
for t in (0.7, 2.3):
    left = np.trace(rho_eq @ A @ heisenberg(A, t))
    right = np.trace(rho_eq @ heisenberg(A, t - 1j * beta) @ A)
    assert abs(left - right) < 1e-10

# Zero-frequency weight: isothermal minus Kubo static susceptibility
C0 = fluctuation_weight(rho_eq, 0.0)
step = 1e-4
chi_iso = (np.trace(canonical(H - step * A) @ A)
           - np.trace(canonical(H + step * A) @ A)).real / (2 * step)
chi_kubo = np.sum(amps / line_freqs)
assert C0 > 1e-3
assert abs(chi_iso - chi_kubo - beta * C0) < 1e-5

# Energy taken from a weak pulse against the integral of w Im chi |F(w)|^2
strength, width, carrier, dt = 1e-3, 3.0, 1.0, 0.02
rho_t = rho_eq.copy()
for t in np.arange(-20, 20, dt) + dt / 2:
    force = strength * np.exp(-t**2 / (2 * width**2)) * np.cos(carrier * t)
    U = expm(-1j * dt * (H - force * A))
    rho_t = U @ rho_t @ U.conj().T
gain = np.trace(H @ (rho_t - rho_eq)).real
force_ft = strength * width * np.sqrt(2 * np.pi) / 2 * (
    np.exp(-(line_freqs - carrier)**2 * width**2 / 2)
    + np.exp(-(line_freqs + carrier)**2 * width**2 / 2))
gain_formula = np.sum(amps * line_freqs * force_ft**2) / 2
assert abs(gain / gain_formula - 1) < 2e-3

# Stationary but non-canonical state: no common temperature for the lines
rho_non = basis @ np.diag([0.4, 0.4, 0.05, 0.15]) @ basis.conj().T
V_up = np.array([fluctuation_weight(rho_non, w) for w in line_freqs])
V_down = np.array([fluctuation_weight(rho_non, -w) for w in line_freqs])
beta_eq = np.log(W_up / W_down) / line_freqs
beta_non = np.log(V_up / V_down) / line_freqs
assert np.ptp(beta_eq) < 1e-5 and np.ptp(beta_non) > 1.0
# The difference of the two fluctuation weights gives the response even here
assert np.allclose(V_up - V_down, response_amplitudes(rho_non) / 2,
                   rtol=1e-5, atol=1e-7)

print("FOUR-LEVEL MODEL (hbar = 1, energy unit eps)")
print("levels [eps]:", levels, " beta [1/eps]:", beta)
print("w[eps]  W(+w)     W(+w) from response  W(-w)     W(-w)/W(+w)")
for row in zip(line_freqs, W_up, W_up_fdt, W_down, W_down / W_up):
    print("%.1f     %.6f  %.6f             %.6f  %.6f" % row)
print("zero-frequency weight C0 [A^2]: %.6f" % C0)
print("isothermal static susceptibility [A^2/eps]: %.6f" % chi_iso)
print("Kubo static susceptibility [A^2/eps]: %.6f" % chi_kubo)
print("beta*C0 [A^2/eps]: %.6f" % (beta * C0))
print("pulse energy, propagated [eps]: %.5e" % gain)
print("pulse energy, from Im chi [eps]: %.5e" % gain_formula)
print("apparent beta per line, canonical [1/eps]:", np.round(beta_eq, 4))
print("apparent beta per line, non-canonical [1/eps]:", np.round(beta_non, 4))

# ---------------- Part 2: thermal oscillator on a position grid ----------------
mass, Omega = 1000.0, 0.005
n_grid, half_box = 121, 5.0
x = np.linspace(-half_box, half_box, n_grid)
dx = x[1] - x[0]
separation = np.subtract.outer(np.arange(n_grid), np.arange(n_grid))
safe = np.where(separation == 0, 1, separation)
kinetic = np.where(separation == 0, np.pi**2 / 3, 2.0 / safe**2)
kinetic = kinetic * np.where(separation % 2 == 0, 1, -1) / (2 * mass * dx**2)
E, states = np.linalg.eigh(kinetic + np.diag(0.5 * mass * Omega**2 * x**2))
X = states.T @ (x[:, None] * states)
assert np.allclose(E[:20], Omega * (np.arange(20) + 0.5), atol=1e-8)

n_times = 64
period_times = 2 * np.pi / Omega * np.arange(n_times) / n_times


def oscillator_lines(kT, impulse=0.1):
    """Line weights of C(t), response amplitude and variance from the grid."""
    p = np.exp(-(E - E[0]) / kT)
    p /= p.sum()
    corr = np.array([(p * np.exp(1j * E * t)) @ X**2 @ np.exp(-1j * E * t)
                     for t in period_times])
    harmonic = {k: np.mean(corr * np.exp(1j * k * Omega * period_times))
                for k in range(-4, 5)}
    stray = max(abs(v) for k, v in harmonic.items() if abs(k) != 1)
    assert stray < 1e-7
    rho_x = (states * p) @ states.T
    variance = np.sum(x**2 * np.diag(rho_x))
    kick = np.exp(1j * impulse * x)
    rho_kicked = states.T @ (kick[:, None] * rho_x * kick.conj()) @ states
    phi = np.array([np.sum(rho_kicked * np.exp(-1j * np.subtract.outer(E, E) * t)
                           * X.T).real for t in period_times]) / impulse
    amplitude = 2 * np.mean(phi * np.sin(Omega * period_times))
    assert np.allclose(phi, np.sin(Omega * period_times) / (mass * Omega), atol=1e-6)
    return harmonic[1].real, harmonic[-1].real, amplitude, variance


hartree_in_kelvin = physical_constants['hartree-kelvin relationship'][0]
table = []
for kT in (0.001, 0.002, 0.004, 0.008):
    up, down, amp, var = oscillator_lines(kT)
    ratio_x = Omega / kT
    n_bose = 1 / np.expm1(ratio_x)
    assert np.isclose(up, amp / (2 * (1 - np.exp(-ratio_x))), rtol=1e-5)
    assert np.isclose(down / up, np.exp(-ratio_x), rtol=1e-5)
    assert np.isclose(up, (n_bose + 1) / (2 * mass * Omega), rtol=1e-5)
    assert np.isclose(down, n_bose / (2 * mass * Omega), rtol=1e-5)
    var_formula = 1 / (2 * mass * Omega * np.tanh(ratio_x / 2))
    assert np.isclose(var, var_formula, rtol=1e-6)
    assert np.isclose(up + down, var, rtol=1e-6)
    table.append((kT, down / up, np.exp(-ratio_x), var, var_formula,
                  kT / (mass * Omega**2)))
# The classical variance becomes better as the temperature rises
classical_error = [1 - row[5] / row[3] for row in table]
assert all(a > b > 0 for a, b in zip(classical_error, classical_error[1:]))

kT = 0.004
up, down, amp, var = oscillator_lines(kT)
factor = 1 - np.exp(-Omega / kT)
chi_area = np.pi * amp / 2
# Area of the positive line of the closed-form chi with a small damping eta
eta = 1e-4


def im_chi_scaled(u):
    return (1 / (mass * Omega * (1 - (u + 1j * eta)**2))).imag


marks = [0.9, 0.99, 0.999, 1.0, 1.001, 1.01, 1.1]
closed_area = quad(im_chi_scaled, 0, 2, points=marks, limit=500)[0]
assert abs(closed_area / chi_area - 1) < 1e-3  # tails of relative size eta

print("THERMAL OSCILLATOR (Hartree atomic units)")
print("mass [m_e]: %.0f   Omega [E_h/hbar]: %.4f" % (mass, Omega))
print("kT [E_h]: %.4f   temperature [K]: %.1f" % (kT, kT * hartree_in_kelvin))
print("beta*hbar*Omega: %.4f   exp(-beta*hbar*Omega): %.6f"
      % (Omega / kT, np.exp(-Omega / kT)))
print("Bose occupation n: %.6f" % (1 / np.expm1(Omega / kT)))
print("factor 1-exp(-beta*hbar*Omega): %.6f" % factor)
print("impulse-response amplitude [a0^2/hbar]: %.6f" % amp)
print("area of Im chi line at +Omega [a0^2/hbar]: %.6f" % chi_area)
print("area of S line at +Omega, from C(t) [a0^2]: %.6f" % (2 * np.pi * up))
print("area of S line at +Omega, from Im chi [a0^2]: %.6f" % (2 * chi_area / factor))
print("area of S line at -Omega, from C(t) [a0^2]: %.6f" % (2 * np.pi * down))
print("ratio of S lines, -Omega to +Omega: %.6f" % (down / up))
print("position variance from grid density [a0^2]: %.6f" % var)
print("sum of both S areas over 2 pi [a0^2]: %.6f" % (up + down))
print("zero-point variance [a0^2]: %.6f" % (1 / (2 * mass * Omega)))
print("kT[E_h] line ratio exp(-x)  <x^2>[a0^2] coth form  classical")
for row in table:
    print("%.3f   %.6f   %.6f %.6f    %.6f   %.6f" % row)
print("all tests passed")
```

Printed output:

```
FOUR-LEVEL MODEL (hbar = 1, energy unit eps)
levels [eps]: [0.  0.  0.6 1.6]  beta [1/eps]: 1.5
w[eps]  W(+w)     W(+w) from response  W(-w)     W(-w)/W(+w)
0.6     0.734694  0.734694             0.298704  0.406570
1.0     0.117905  0.117905             0.026308  0.223130
1.6     0.937101  0.937101             0.085012  0.090718
zero-frequency weight C0 [A^2]: 0.264104
isothermal static susceptibility [A^2/eps]: 3.097760
Kubo static susceptibility [A^2/eps]: 2.701604
beta*C0 [A^2/eps]: 0.396156
pulse energy, propagated [eps]: 2.92099e-06
pulse energy, from Im chi [eps]: 2.92600e-06
apparent beta per line, canonical [1/eps]: [1.5 1.5 1.5]
apparent beta per line, non-canonical [1/eps]: [ 3.4657 -1.0986  0.613 ]
THERMAL OSCILLATOR (Hartree atomic units)
mass [m_e]: 1000   Omega [E_h/hbar]: 0.0050
kT [E_h]: 0.0040   temperature [K]: 1263.1
beta*hbar*Omega: 1.2500   exp(-beta*hbar*Omega): 0.286505
Bose occupation n: 0.401551
factor 1-exp(-beta*hbar*Omega): 0.713495
impulse-response amplitude [a0^2/hbar]: 0.200000
area of Im chi line at +Omega [a0^2/hbar]: 0.314159
area of S line at +Omega, from C(t) [a0^2]: 0.880621
area of S line at +Omega, from Im chi [a0^2]: 0.880621
area of S line at -Omega, from C(t) [a0^2]: 0.252302
ratio of S lines, -Omega to +Omega: 0.286505
position variance from grid density [a0^2]: 0.180310
sum of both S areas over 2 pi [a0^2]: 0.180310
zero-point variance [a0^2]: 0.100000
kT[E_h] line ratio exp(-x)  <x^2>[a0^2] coth form  classical
0.001   0.006738   0.006738 0.101357    0.101357   0.040000
0.002   0.082085   0.082085 0.117885    0.117885   0.080000
0.004   0.286505   0.286505 0.180310    0.180310   0.160000
0.008   0.535261   0.535261 0.330349    0.330349   0.320000
all tests passed
```
